# Telling soft modes from force noise by varying the displacement amplitude

## One bridge between two fixed atoms

Let an atom B sit midway between two fixed atoms A, at distance $d$ from each. Each A–B bond is a spring of constant $k_1$ and rest length $r_1$. If B moves sideways by $u$, both bonds have length $\rho=\sqrt{d^2+u^2}$, and

$$E(u)=k_1(\rho-r_1)^2,\qquad \frac{dE}{du}=2k_1\Big(1-\frac{r_1}{\rho}\Big)u ,$$

because $d\rho/du=u/\rho$. The finite-displacement curvature is the difference of the forces $F=-dE/du$ at $\pm h$, divided by $-2h$:

$$K(h)=-\frac{F(h)-F(-h)}{2h}=2k_1\Big(1-\frac{r_1}{\sqrt{d^2+h^2}}\Big).$$

With $1/\sqrt{d^2+h^2}= (1/d)(1-h^2/2d^2+\dots)$ this becomes

$$K(h)=2\kappa+\frac{k_1r_1}{d^3}h^2+O(h^4),\qquad \kappa=k_1\Big(1-\frac{r_1}{d}\Big).$$

A bond squeezed below its rest length ($r_1>d$) has $\kappa<0$, and the straight bridge is unstable. The $h^2$ term is positive, so a large enough displacement makes the unstable bridge look stable.

Now let each computed force carry an independent error of zero mean and standard deviation $\sigma$. The difference of two forces has error $\sqrt2\,\sigma$, and division by $2h$ gives

$$\text{noise of }K(h)=\frac{\tau}{h},\qquad \tau=\frac{\sigma}{\sqrt2}.$$

A small displacement can therefore make a stable bridge look unstable. The true curvature is the part that depends on neither $h^2$ nor $1/h$. A constant force error cancels in the difference. A true residual force cancels too, but it shows that the reference geometry is not stationary, and the curvature then belongs to that geometry. For a bridge already displaced by $u_0$ it is $2k_1(1-r_1d^2/\rho_0^3)$ with $\rho_0=\sqrt{d^2+u_0^2}$. With the A–B bonds of the compressed film below, $u_0=0.07$ Å leaves a force of only 0.003 eV/Å, yet the curvature is $+0.035$ instead of $-0.080$ eV/Å$^2$. The geometry must therefore be well relaxed, or fixed by symmetry, before the scan.

## Two free atoms: what translation demands

Next take two atoms on a line, both free to move. Four measured numbers form the matrix

$$\tilde\Phi=\begin{pmatrix}a&b\\ c'&e\end{pmatrix}.$$

A uniform translation, with unit vector $t=(1,1)/\sqrt2$, costs no energy, so the true matrix obeys $\Phi t=0$. The projector that removes it is

$$P=1-tt^T=\frac12\begin{pmatrix}1&-1\\-1&1\end{pmatrix},\qquad
P\tilde\Phi P=\frac{a-b-c'+e}{4}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.$$

One free constant is left, and all four measurements contribute to it. If each has noise variance $w^2$, the constant has variance $4w^2/16=w^2/4$. Another way to obey the sum rule is to keep the average off-diagonal element and set the diagonal to its negative. The constant is then $-(b+c')/2$, with variance $w^2/2$, twice as large.

## The general matrix and its constraints

For $n$ coordinates at a stationary point, let $\Phi_{ij}$ be the second derivatives of $E$ and $\Phi_{ijjj}$ the fourth derivatives, once in $i$ and three times in $j$. Displacing coordinate $j$ gives

$$-F_i(\pm h e_j)=\pm h\Phi_{ij}+\frac{h^2}{2}\Phi_{ijj}\pm\frac{h^3}{6}\Phi_{ijjj}+\dots$$

The even term cancels in the central difference, leaving

$$\tilde\Phi_{ij}(h)=-\frac{F_i(he_j)-F_i(-he_j)}{2h}=\Phi_{ij}+\frac{h^2}{6}\Phi_{ijjj}+O(h^4)+\text{noise},$$

where the noise has standard deviation $\tau/h$.

The true matrix obeys three conditions: $\Phi=\Phi^T$; $\Phi t=0$ for each uniform translation; and $R\Phi R^T=\Phi$ for each space-group operation $R$, written as an orthogonal matrix that permutes atoms and turns their displacements. They are imposed by three maps:

$$X\to PXP,\qquad X\to\tfrac12(X+X^T),\qquad X\to\frac1{|G|}\sum_R RXR^T,$$

with $P=1-\sum_t tt^T$ over normalized translations and $|G|$ the number of operations.

Each map is an orthogonal projection with respect to the inner product $\sum_{ij}X_{ij}Y_{ij}$: applied twice it changes nothing more, and it can be moved from one factor of the inner product to the other. For the group average this holds because $R^T=R^{-1}$ also belongs to the group. The maps commute, since $P$ is symmetric and $R$ turns uniform translations into uniform translations, so that $RP=PR$. Their product is thus the orthogonal projection onto the matrices that obey all three conditions. It returns the allowed matrix $\bar\Phi$ nearest to $\tilde\Phi$ in the sum of squared element differences.

The number $n_f$ of free constants follows from traces. Let $\chi(R)$ be the trace of $R$ on the translation-free space. If $R$ has eigenvalues $r_a$ there, its trace on symmetric matrices is

$$\sum_{a\le b}r_ar_b=\tfrac12\big[\chi(R)^2+\chi(R^2)\big].$$

The average of these traces over the group is the trace of a projector, and hence the dimension $n_f$.

The noise in the removed part measures $\sigma$. There are $n^2-n_f$ removed directions, each with variance $\sigma^2/2h^2$, so

$$\sigma^2\approx\frac{2h^2}{n^2-n_f}\sum_{ij}(\tilde\Phi_{ij}-\bar\Phi_{ij})^2 .$$

This holds if the noise-free finite-$h$ matrix already obeys the constraints. With many-body forces it need not. Momentum conservation makes each column of $\tilde\Phi$ sum to zero over atoms at any $h$, but the row sums contain $\sum_j\Phi_{ijjj}h^2/6$. For pair forces the row sums vanish too: moving one atom by $+h$ changes a bond as moving its partner by $-h$ does, and the central difference cancels the two contributions. The transpose condition can still fail at order $h^2$ for pair forces, when a bond lies at a general angle to the axes. In the network below all bonds lie along the axes or at 45° to them, and every symmetry operation turns axes into axes, so the finite-$h$ matrix obeys all three conditions. The estimate also needs forces whose errors are independent in every component. Many programs symmetrize the forces under the symmetry that the displaced cell keeps, which removes noise from some directions only. In the network below each displacement keeps one mirror; with forces symmetrized under it the estimate falls to $0.70\,\sigma$, while the noise of the soft-mode curvature is unchanged, so error bars come out too small by that factor.

The dynamical matrix is $D=M^{-1/2}\bar\Phi M^{-1/2}$, with $M$ the diagonal matrix of masses. Its eigenvalues are squared angular frequencies; a negative one is reported below as an imaginary wavenumber.

## A network with a rotation mode

In a network of fairly stiff units joined at bridging atoms, bending at the bridges can be soft. The planar model below has no bending springs at the bridges, so to lowest order only the strain of the A–B bonds opposes or drives this motion. Atoms A form a square lattice of spacing $2d$, with an atom B at the middle of each edge. The four B around each A are joined in a ring by springs $k_2$ with rest length $\sqrt2d$. Motion stays in the plane, and the substrate fixes the cell. Every site is a centre of inversion, so the forces vanish even when the A–B bonds are strained.

Let neighbouring units turn in opposite senses. Each B then moves at right angles to its bridge, with pattern component $p_i=\pm1$, and A stays at rest. Symmetry fixes this pattern. It is unchanged by a quarter turn about an A atom, so that A cannot move. It is reversed by the mirror along a bridge, so B has no component along the bridge. The quarter turn and the sign change between cells then fix all other B atoms.

Let $v=p/\sqrt{n_B}$, with $n_B$ atoms B in the supercell, and $K(h)=v^T\tilde\Phi v$. The components of $v$ add to zero, so $Pv=v$; also $R^Tv=\pm v$. Therefore

$$v^T\bar\Phi v=v^T\tilde\Phi v .$$

Cleaning does not change the measured curvature of this mode, nor its noise. It makes $v$ an eigenvector, with eigenvalue $K(h)/m_B$, and sets the translations to zero. The noise variance is $\sum_{ij}v_i^2v_j^2\,\tau^2/h^2=\tau^2/h^2$, as for the single bridge.

All B columns contribute equally, so one displaced atom suffices to find $K(h)$. Put an A at the origin and raise the B at $(d,0)$ by $h$. Its two A–B bonds contribute what they did in the first section. The neighbour at $(0,d)$ has pattern component $-1$ along $x$. The vector from it to the displaced atom is $(d,h-d)$, of length $L_-$. The gradients on the two atoms, weighted by the pattern, add to

$$k_2\Big(1-\frac{\sqrt2d}{L_-}\Big)\big[(h-d)+d\big]=k_2\Big(1-\frac{\sqrt2d}{L_-}\Big)h .$$

The neighbour at $(0,-d)$ gives the same with $L_+$, and the other side of the bridge doubles both. With $x=h/d$ and $L_\mp^2=2d^2(1\mp x+x^2/2)$,

$$\frac{\sqrt2d}{L_\mp}=1\pm\frac x2+\frac{x^2}{8}+\dots$$

After division by $h$, the B–B part is $2k_2(2-2-x^2/4)=-k_2x^2/2$. In total

$$K(h)=2\kappa+c\,h^2+O(h^4),\qquad c=\frac{1}{d^2}\Big(\frac{k_1r_1}{d}-\frac{k_2}{2}\Big).$$

## Fitting the amplitude

Measurements $K_m$ at amplitudes $h_m$ are fitted to $K+ch^2$. Since the noise is $\tau/h_m$, the quantity to minimize is $\sum_m h_m^2(K_m-K-ch_m^2)^2/\tau^2$. With $S_q=\sum_m h_m^q$, setting its derivatives to zero gives

$$KS_2+cS_4=\sum_m h_m^2K_m,\qquad KS_4+cS_6=\sum_m h_m^4K_m .$$

Solving for $K$, and reading its variance from the inverse of the coefficient matrix,

$$K=\frac{S_6\sum_m h_m^2K_m-S_4\sum_m h_m^4K_m}{S_2S_6-S_4^2},\qquad
\delta K=\tau\sqrt{\frac{S_6}{S_2S_6-S_4^2}} .$$

The decision uses $z=K/\delta K$: unstable if $z<-3$, stable if $z>3$, otherwise undecided. The threshold is a choice. The largest amplitude must be small enough for the $h^4$ term to be negligible.

If a single amplitude must serve, the mean squared error is $c^2h^4+\tau^2/h^2$. Its derivative vanishes when $4c^2h^3=2\tau^2/h^3$, so

$$h_{\rm best}=\Big(\frac{\tau^2}{2c^2}\Big)^{1/6}.$$

## Three films

Take $d=1.6$ Å, $k_1=20$ and $k_2=4$ eV/Å$^2$, $m_A=30$ u, $m_B=15$ u and $\sigma=5\times10^{-4}$ eV/Å. A $2\times2$ supercell has 12 atoms, 24 coordinates and 32 symmetry operations. Of the 576 matrix entries, 16 constants are free.

Three films differ only in the rest length $r_1$, and are named after the state of their A–B bonds: compressed ($\kappa=-0.04$ eV/Å$^2$), tensile ($+0.04$) and near-critical ($+0.004$). The B–B springs are unstrained in all three. Straining one given network would load them too and, for a B–B rest length $r_2$, add $4k_2(1-r_2/\sqrt2d)$ to $K$. For the compressed film $r_1=1.6032$ Å, and

$$c=\frac{20.04-2}{2.56}=7.05\ \text{eV/Å}^4 .$$

The true $K=2\kappa=-0.080$ eV/Å$^2$ corresponds to $38.1i$ cm$^{-1}$, from $\sqrt{|K|/m_B}$ divided by $2\pi$ times the speed of light.

Forces with random Gaussian errors gave these curvatures, in eV/Å$^2$:

| $h$ (Å) | noise | compressed | tensile | near-critical |
|---|---|---|---|---|
| 0.0025 | 0.141 | −0.012 | −0.031 | 0.004 |
| 0.005 | 0.071 | −0.119 | 0.221 | 0.058 |
| 0.01 | 0.035 | −0.078 | 0.036 | 0.043 |
| 0.02 | 0.018 | −0.031 | 0.077 | 0.013 |
| 0.04 | 0.009 | −0.080 | 0.095 | 0.014 |
| 0.06 | 0.006 | −0.053 | 0.119 | 0.030 |
| 0.08 | 0.004 | −0.033 | 0.124 | 0.043 |

At the smallest amplitude the stable tensile film has a negative curvature. The fits, with $\sigma$ estimated from the removed part of the matrices, give:

- compressed: $K=-0.077\pm0.008$ eV/Å$^2$, $z=-9.6$, unstable;
- tensile: $K=0.090\pm0.008$ eV/Å$^2$, $z=11.0$, stable;
- near-critical: $K=0.010\pm0.008$ eV/Å$^2$, $z=1.3$, undecided.

The true values are $-0.080$, $0.080$ and $0.008$ eV/Å$^2$. The tensile intercept is about 1.2 standard errors too high. With this noise and these amplitudes, three standard errors are 0.0245 eV/Å$^2$, or 21 cm$^{-1}$; a softer mode will usually remain undecided.

The constraints remove the false instabilities that noise gives to the translations. In 3000 random samples of the tensile film at $h=0.0025$ Å, the matrix made symmetric but not otherwise cleaned had a negative eigenvalue in 97% of cases. A matrix has one whenever its quadratic form is negative along any vector. Along each of the two translations the chance is one half. Along the soft mode it is the Gaussian probability of falling below $-0.080/0.141$, which is 28.6%. These three values are uncorrelated and, being jointly Gaussian, independent, so at least $1-\frac14(0.714)=82\%$ of the matrices must fail; noise coupling different vectors can add the rest. After cleaning, 29.1% failed, close to the 28.6% of the soft mode alone. The remaining failures are cured by better amplitudes, not by symmetry.

Large amplitudes fail in the other direction. The leading formula puts the sign change of the compressed film at $\sqrt{0.080/7.05}\approx0.107$ Å. At $h=0.12$ Å the noise-free curvature is $+0.021$ eV/Å$^2$, and the true instability is hidden. The best single amplitude is 0.033 Å.

## Moving the whole mode

An undecided mode can be followed directly by displacing all B atoms together by $up_i$. Each B–B bond then has length $\sqrt2\rho$, with $\rho=\sqrt{d^2+u^2}$, and there are two such bonds per B. The energy per B is

$$E_B(u)=k_1(\rho-r_1)^2+2k_2(\rho-d)^2 .$$

Its derivative divided by $u$ is

$$2k_1\Big(1-\frac{r_1}{\rho}\Big)+4k_2\Big(1-\frac d\rho\Big)
=2\kappa+\frac{1}{d^2}\Big(\frac{k_1r_1}{d}+2k_2\Big)u^2+\dots$$

The intercept is the same as before, but the $u^2$ coefficient is not. The coefficient from single-atom displacements is therefore not the anharmonicity of the mode.

The measured curvature is now $-\sum_ip_i[F_i(up)-F_i(-up)]/(2un_B)$. Its variance is $2n_B\sigma^2/(2un_B)^2$, so the noise is $\tau/(u\sqrt{n_B})$. It is smaller by $\sqrt8$ here and takes two force calculations per amplitude. The Cartesian scan takes 48 for the full matrix, of which only the 16 that move a B atom across its bridge enter $K$.

For the near-critical film, 56 equally spaced amplitudes from 0.01 to 0.08 Å gave $K=0.0073\pm0.0008$ eV/Å$^2$, or 11.5 cm$^{-1}$, with $z=8.7$. The mode is stable. This took 112 force calculations. The undecided Cartesian scan took 336, of which 112 enter $K$. For the same number of calculations that enter $K$, the standard error is about ten times smaller. At identical amplitudes the gain is a factor of 8: $\sqrt8$ from moving all B together and $\sqrt8$ from having eight times as many measurements. The rest comes from the different amplitudes, since the smallest Cartesian ones carry little weight.

For the compressed film, setting $dE_B/d\rho=0$ gives the buckled bond length

$$\rho_*=\frac{k_1r_1+2k_2d}{k_1+2k_2}=1.6023\ \text{Å},\qquad u_*=\sqrt{\rho_*^2-d^2}=0.086\ \text{Å}.$$

The energy falls by 0.15 meV per B. Diagonalizing the spring matrix there gives a lowest nonzero mode at 53.8 cm$^{-1}$, so the buckled structure is stable within this supercell. This describes the static energy surface only; thermal and quantum motion are not included.

## An error that varying the amplitude can miss

The argument assumed independent force errors. Repeating a deterministic calculation reproduces its error and adds no information. An error that varies smoothly with position is worse, because it has a curvature of its own.

Suppose a real-space grid of period $g$ adds a force $f_0\sin(2\pi x/g)$ to each coordinate, with every atomic coordinate at a whole multiple of $g$, where the sine is zero and rising. The added curvature is

$$-\frac{f_0\sin(2\pi h/g)}{h}\to-\frac{2\pi f_0}{g}\qquad(h\ll g).$$

It has a finite limit, like a true soft mode. For $g=0.2$ Å and $f_0=3\times10^{-3}$ eV/Å the limit is $-0.094$ eV/Å$^2$. Without random noise, the stable tensile film then shows $K=-0.014$ at $h=0.005$ Å and $-0.012$ eV/Å$^2$ at $0.01$ Å. The fit over the seven amplitudes of the table gives $K=-0.007$ eV/Å$^2$ with no visible misfit, so with the standard error above the stable film is left undecided. Cleaning does not help, since the false term is a multiple of the unit matrix and $Pv=v$.

The uncleaned matrix reveals the fault. Its translational curvature $t^T\tilde\Phi t$ should vanish, but is $-0.094$ eV/Å$^2$ at $h=0.005$ Å. It should therefore be inspected before the projection removes it. This number averages the false curvature over all atoms, so it matches the error of the mode only when the ripple is the same on every atom. If it were $-2f_0$ on A and $f_0$ on B, the average would vanish with $K$ just as wrong; the separate elements of $\tilde\Phi t$ still show the fault and are the safer test. The test needs raw forces: if the program has already subtracted the net force, the translational curvature is zero but the false curvature of the soft mode remains. Averaging with a second calculation, in which all atoms are shifted by $g/2$ along both axes, reverses the sine and restores $K=0.080$ eV/Å$^2$. A ripple with even harmonics would need more shifts, because those harmonics do not change sign under $g/2$.

The supercell sets a last limit. The eigenvalues of its matrix belong only to wavevectors that fit its period, so by themselves they can miss an instability with a longer or incompatible period. Other wavevectors can be reached by Fourier interpolation of the force constants. This is reliable if the force constants vanish beyond half the supercell, as they do for the short springs used here; with longer-ranged forces, a larger supercell or a separate treatment of the long-range part is needed.
